# Ellipsometric Pseudodielectric Function and the Error from an Ignored Transparent Film

## What symmetry and dimensions fix

A flat, bare half-space has no length scale. When light falls on it from vacuum at angle \(\phi\), the ratio \(\rho=r_p/r_s\) of its two reflection amplitudes can depend on \(\phi\) and the substrate permittivity \(\epsilon_s\), but not separately on the wavelength. Measuring the complex number \(\rho\) at known \(\phi\) can therefore give the complex number \(\epsilon_s\), if the relation can be inverted.

A film of thickness \(d\) and permittivity \(\epsilon_o\) adds one length. It can enter only through \(kd\), with \(k=2\pi/\lambda\). If the bare-surface inversion is still used, it returns a pseudodielectric function \(\langle\epsilon\rangle\), whose error for a thin film is
\[
\langle\epsilon\rangle-\epsilon_s=kd\,F(\epsilon_s,\epsilon_o,\phi)+O(d^2).
\]

The dependence of \(F\) on \(\epsilon_o\) follows from continuity. To first order in \(d\), the film is exposed to the tangential electric field and the normal displacement of the bare surface, since both are continuous. Its response involves \(\epsilon_oE_\parallel\) and \(D_z/\epsilon_o\), so \(F=a+b\epsilon_o+c/\epsilon_o\). Two zeros are known. If \(\epsilon_o=\epsilon_s\), the film is more substrate. If \(\epsilon_o=1\), the film is vacuum; it gives \(r_s\) and \(r_p\) the same phase and leaves \(\rho\) unchanged. Hence \(F\) is proportional to
\[
A=\frac{(\epsilon_s-\epsilon_o)(\epsilon_o-1)}{\epsilon_o}.
\]

One more symmetry fixes a phase. If \(\epsilon_s\) and \(\epsilon_o\) are real and at least 1, complex conjugation of the reflection amplitudes only reverses the propagation phase in the film, which is the same as \(d\to-d\) in the formulas. The part of \(\langle\epsilon\rangle\) odd in \(d\) is then imaginary. In this range of permittivities, a lossless film on a lossless substrate imitates absorption or gain at first order. What remains to be found is the prefactor of \(A\).

## Conventions

The media are local, isotropic and non-magnetic, and the interfaces are flat. Fields vary as \(e^{-i\omega t}\), so absorption means \(\mathrm{Im}\,\epsilon>0\). The film is transparent: \(\epsilon_o\) is real. Write
\[
S=\sin^2\phi,\quad C=\cos\phi,\quad q=\sqrt{\epsilon_s-S},\quad \mathrm{Im}\,q\ge0,
\]
with \(0<\phi<90^\circ\), \(\epsilon_s\ne1\), and the positive root when \(q\) is real.

The amplitude \(r_s\) refers to the electric field and \(r_p\) to the magnetic field. With this choice \(\rho\to-1\) at normal incidence. The usual positive instrumental angle \(\Delta\) enters as \(\rho=\tan\Psi\,e^{-i\Delta}\); the minus sign belongs to the time factor chosen here.

Let \(z\) point into the sample and let all fields carry the factor \(e^{ik\sqrt S\,x}\). With \(H\) scaled by the vacuum impedance, Maxwell's equations are \(\nabla\times\mathbf E=ik\mathbf H\) and \(\nabla\times\mathbf H=-ik\epsilon\mathbf E\).

For s polarization set \(E=E_y\) and \(H=-H_x\). Faraday's law gives \(E'=ikH\) and \(H_z=\sqrt S\,E\). Inserting these in the other curl equation gives
\[
E'=ikH,\qquad H'=ik(\epsilon-S)E .
\]
For p polarization set \(H=H_y\) and \(E=E_x\). Now \(E_z=-\sqrt S\,H/\epsilon\), and
\[
H'=ik\epsilon E,\qquad E'=ik(1-S/\epsilon)H .
\]
A prime means \(d/dz\).

## First derivation: field ratios at the surface

Define \(Y=H/E\) for s and \(Z=E/H\) for p, both at the top surface. In vacuum the s field is an incident wave of amplitude 1 and a reflected wave of amplitude \(r_s\). At the surface \(E=1+r_s\) and \(H=C(1-r_s)\). For p the roles of \(E\) and \(H\) are exchanged. Therefore
\[
r_s=\frac{C-Y}{C+Y},\qquad r_p=\frac{C-Z}{C+Z}.
\]

Form the combination
\[
x=\frac{1-\rho}{1+\rho}=\frac{r_s-r_p}{r_s+r_p}.
\]
Over the common denominator \((C+Y)(C+Z)\), the numerator is
\[
(C-Y)(C+Z)-(C-Z)(C+Y)=2C(Z-Y),
\]
and the sum is \(2(C^2-YZ)\). Thus
\[
x=\frac{C(Y-Z)}{YZ-C^2},\qquad Q\equiv\frac SC\,x=\frac{S(Y-Z)}{YZ-C^2}.
\]

In a bare substrate only the wave \(e^{ikqz}\) is present, so \(Y=q\) and \(Z=q/\epsilon_s\). Then
\[
Y-Z=\frac{q(\epsilon_s-1)}{\epsilon_s},
\]
\[
YZ-C^2=\frac{\epsilon_s-S}{\epsilon_s}-1+S=\frac{S(\epsilon_s-1)}{\epsilon_s}.
\]
The quotient gives \(Q=q\). Since \(q^2=\epsilon_s-S\),
\[
\boxed{\epsilon_s=S+Q^2=\sin^2\phi\left[1+\tan^2\phi\left(\frac{1-\rho}{1+\rho}\right)^2\right]}
\]
Only \(Q^2\) appears, so no root has to be chosen. For any other sample the right-hand side defines \(\langle\epsilon\rangle\).

The inversion loses its information at both ends of the angular range. As \(\phi\to0\), \(\rho\to-1\) whatever the substrate; as \(\phi\to90^\circ\), \(\rho\to1\). At \(\epsilon_s=1\) nothing is reflected and the measured ratio is undefined.

Now add the film between \(z=0\) and \(z=d\). Differentiating the field ratios inside it gives
\[
Y'=\frac{H'}E-\frac{HE'}{E^2}=ik(\epsilon_o-S-Y^2),
\]
\[
Z'=\frac{E'}H-\frac{EH'}{H^2}=ik\left(1-\frac S{\epsilon_o}-\epsilon_oZ^2\right).
\]
At \(z=d\) the ratios have their bare-substrate values. Going up to \(z=0\) subtracts \(d\) times the derivative. To first order,
\[
\delta Y=-ikd(\epsilon_o-\epsilon_s),
\]
\[
\delta Z=-ikd\left[1-\frac S{\epsilon_o}-\frac{\epsilon_o}{\epsilon_s}+\frac{\epsilon_oS}{\epsilon_s^2}\right],
\]
where \(q^2=\epsilon_s-S\) was used.

Let \(D=S(\epsilon_s-1)/\epsilon_s\) be the bare denominator of \(Q\). The quotient rule, with \(S(Y-Z)/D=q\), gives
\[
\delta Q=\frac{S(\delta Y-\delta Z)-q(Z\delta Y+Y\delta Z)}D .
\]
The coefficient of \(\delta Y\) is \(S-q^2/\epsilon_s=S-1+S/\epsilon_s\). That of \(\delta Z\) is \(-(S+q^2)=-\epsilon_s\). After taking out \(-ikd\), the two contributions to the numerator are
\[
S(\epsilon_o-\epsilon_s)-\epsilon_o+\epsilon_s+\frac{S\epsilon_o}{\epsilon_s}-S
\]
and
\[
-\epsilon_s+\frac{S\epsilon_s}{\epsilon_o}+\epsilon_o-\frac{S\epsilon_o}{\epsilon_s}.
\]
In the sum, the terms without \(S\) cancel, as do those in \(S\epsilon_o/\epsilon_s\). What is left is
\[
S\left(\epsilon_o-\epsilon_s-1+\frac{\epsilon_s}{\epsilon_o}\right)=-SA .
\]
Hence
\[
\delta Q=\frac{ikdSA}{D}=ikd\,\frac{\epsilon_sA}{\epsilon_s-1}.
\]
The angle has dropped out of \(\delta Q\). Since \(\langle\epsilon\rangle=S+Q^2\), its first-order change is \(2q\,\delta Q\):
\[
\boxed{\langle\epsilon\rangle-\epsilon_s=2ikd\,q\,\frac{\epsilon_s(\epsilon_s-\epsilon_o)(\epsilon_o-1)}{\epsilon_o(\epsilon_s-1)}+O(d^2)}
\]

## Second derivation: Fresnel amplitudes and interference

This route starts from the waves instead of the field ratios. The bare amplitudes are \(r_s=(C-q)/(C+q)\) and \(r_p=(\epsilon_sC-q)/(\epsilon_sC+q)\), so
\[
\rho=\frac{(\epsilon_sC-q)(C+q)}{(\epsilon_sC+q)(C-q)}
=\frac{\epsilon_sC^2-q^2+qC(\epsilon_s-1)}{\epsilon_sC^2-q^2-qC(\epsilon_s-1)}.
\]
Because \(\epsilon_sC^2-q^2=-S(\epsilon_s-1)\), the factor \(\epsilon_s-1\) cancels:
\[
\rho=\frac{S-qC}{S+qC},\qquad x=\frac{1-\rho}{1+\rho}=\frac{qC}{S}.
\]
Squaring \(q=Sx/C\) and adding \(S\) gives the inversion again.

For the film, let \(\eta\) be the field ratio of a forward wave in the substrate: \(q\) for s, \(q/\epsilon_s\) for p. Let \(q_o=\sqrt{\epsilon_o-S}\), and let \(\eta_o\) be the corresponding film ratio, \(q_o\) or \(q_o/\epsilon_o\). The interface amplitudes are
\[
r_1=\frac{C-\eta_o}{C+\eta_o},\qquad r_2=\frac{\eta_o-\eta}{\eta_o+\eta}.
\]
A round trip through the film multiplies a wave by \(X=e^{2ikq_od}\). Reflection from inside at the top interface is \(-r_1\), and the transmissions in and out multiply to \((1+r_1)(1-r_1)\). Summing the repeated reflections gives
\[
r=r_1+\frac{(1-r_1^2)r_2X}{1+r_1r_2X}=\frac{r_1+r_2X}{1+r_1r_2X}.
\]

For small \(d\), \(\delta X=2ikq_od\). Differentiating at \(X=1\),
\[
\delta r=2ikq_od\,\frac{r_2(1-r_1^2)}{(1+r_1r_2)^2}.
\]
The needed pieces are
\[
1-r_1^2=\frac{4C\eta_o}{(C+\eta_o)^2},\qquad
1+r_1r_2=\frac{2\eta_o(C+\eta)}{(C+\eta_o)(\eta_o+\eta)}.
\]
Substituting them, and dividing by the bare amplitude \((C-\eta)/(C+\eta)\),
\[
\frac{\delta r}{r}=2ikdC\,\frac{q_o}{\eta_o}\,\frac{\eta_o^2-\eta^2}{C^2-\eta^2}.
\]

For s, \(q_o/\eta_o=1\), \(\eta_o^2-\eta^2=\epsilon_o-\epsilon_s\) and \(C^2-\eta^2=1-\epsilon_s\). Thus
\[
\frac{\delta r_s}{r_s}=2ikdC\,\frac{\epsilon_s-\epsilon_o}{\epsilon_s-1}.
\]
For p, \(q_o/\eta_o=\epsilon_o\), and the two differences factorize as
\[
\epsilon_o(\eta_o^2-\eta^2)=\frac{(\epsilon_s-\epsilon_o)[\epsilon_s\epsilon_o-S(\epsilon_s+\epsilon_o)]}{\epsilon_o\epsilon_s^2},
\]
\[
C^2-\eta^2=\frac{(\epsilon_s-1)B}{\epsilon_s^2},\qquad B=\epsilon_s-S(\epsilon_s+1).
\]
Subtracting the s result from the p result leaves the bracket
\[
\epsilon_s\epsilon_o-S(\epsilon_s+\epsilon_o)-\epsilon_oB=S\epsilon_s(\epsilon_o-1),
\]
so that
\[
\frac{\delta\rho}{\rho}=2ikd\,\frac{CS\,\epsilon_sA}{(\epsilon_s-1)B}.
\]

The last step converts \(\delta\rho\) to \(\delta Q\). From \(\rho=(1-x)/(1+x)\),
\[
\delta x=-\frac{2\,\delta\rho}{(1+\rho)^2}=-\frac{1-x^2}{2}\,\frac{\delta\rho}{\rho}.
\]
With \(x=qC/S\), one finds \(1-x^2=-B/S^2\). Therefore
\[
\delta Q=\frac SC\,\delta x=\frac{B}{2SC}\,\frac{\delta\rho}{\rho}=ikd\,\frac{\epsilon_sA}{\epsilon_s-1},
\]
as before.

## What each derivation assumes

Both assume flat interfaces, local isotropic response and coherent light. Both expand in \(d\), and fail near \(\epsilon_s=1\), where a small film reflection competes with a vanishing substrate reflection. At fixed thickness they also fail when \(\epsilon_o\) is close to zero, because \(A\) then grows as \(1/\epsilon_o\).

The first needs only smooth field ratios. It does not need a uniform film: at first order, thin slices add, and \(dA\) becomes \(\int A(z)\,dz\), with the local permittivity in place of \(\epsilon_o\). It never divides by \(r_p\).

The second assumes a uniform film, but its interference formula holds at finite thickness before the expansion. It divides by \(r_p\), which vanishes at the Brewster angle of a transparent substrate, where \(B=0\). The factor \(B\) cancels in \(\delta Q\), so the final result extends to that angle by continuity. In return, this route gives the instrumental shifts directly, since \(\delta\rho/\rho=\delta\ln\tan\Psi-i\,\delta\Delta\). For real \(\epsilon_s\), away from \(B=0\), the right-hand side is imaginary: to first order the film changes \(\Delta\) and leaves \(\Psi\) alone.

## Gold with a thin organic film

Take gold at 2.0 eV, or \(\lambda=619.9\) nm, with the rough value \(\epsilon_s=-10+1i\). A 1 nm organic contamination film has the rough value \(\epsilon_o=2.25\), and \(\phi=70^\circ\). Then \(k=0.010135\ \mathrm{nm}^{-1}\) and \(q=0.151+3.302i\).

The bare ratio is \(\rho=-0.2320-0.9280i\). The inversion gives
\[
x=\frac{1.2320+0.9280i}{0.7680-0.9280i}=0.059+1.279i.
\]
Multiplying by \(S/C=2.582\) returns \(q\), and \(S+q^2\) returns \(-10+1i\).

For the film,
\[
\frac{\epsilon_s(\epsilon_s-\epsilon_o)}{\epsilon_s-1}=\frac{(-10+i)(-12.25+i)}{-11+i}=-11.14+1.01i .
\]
Multiplication by \((\epsilon_o-1)/\epsilon_o=0.5556\) and by \(2ikq=(-0.0669+0.0031i)\ \mathrm{nm}^{-1}\) gives an error of \(0.412-0.057i\) per nm. The full film calculation at 1 nm gives \(\langle\epsilon\rangle=-9.600+0.946i\), an error of \(0.400-0.054i\). Its magnitude is 4.0% of \(|\epsilon_s|\).

The raw angles show where this comes from. The film moves \(\Delta\) from 104.04° to 102.99°, but \(\Psi\) only from 43.73° to 43.74°. This is the behaviour derived for real \(\epsilon_s\), and here \(\epsilon_s\) is nearly real.

The signs follow from the limit of large \(|\epsilon_s|\), in which
\[
\langle\epsilon\rangle-\epsilon_s\approx2ikd\,\epsilon_s^{3/2}\,\frac{\epsilon_o-1}{\epsilon_o}.
\]
For \(\epsilon_s=-a+ib\) with \(0<b\ll a\), \(i\epsilon_s^{3/2}\approx a^{3/2}(1-3ib/2a)\). The metal looks less negative, and its absorption looks smaller by a fraction about 1.5 times the fractional change of the real part. The full numbers are 4.0% and 5.4%. The limiting formula gives \(0.355-0.053i\) per nm; its real part is 14% below that of the full linear coefficient, because \(|\epsilon_s|=10\) is only moderately large.

The linear law gives 1% error, relative to \(|\epsilon_s|\), at
\[
d=\frac{0.01\,|\epsilon_s|}{|d\langle\epsilon\rangle/dd|}=\frac{0.1005}{0.416\ \mathrm{nm}^{-1}}=0.24\ \mathrm{nm}.
\]
At 5 nm it predicts a real shift of 2.06, while the full result is 1.79. The neglected terms are of second order: halving \(d\) from 0.10 to 0.05 nm reduces the residual by a factor of 3.995, close to 4.

If \(d\) and \(\epsilon_o\) are known, the linear error can be evaluated at \(\langle\epsilon\rangle\) and subtracted. Using \(\langle\epsilon\rangle\) in place of \(\epsilon_s\) changes the subtraction only at order \(d^2\), provided \(q\) is the root that tends to the substrate's \(q\) as \(d\to0\). For a transparent substrate this is the root with positive real part; when the film gives false gain, the rule \(\mathrm{Im}\,q\ge0\) would pick the other root and double the error instead of removing it. For the gold sample with its 1 nm film, the subtraction gives \(-9.990+0.998i\), reducing the error magnitude from about 0.40 to 0.010.

## Why changing the angle reveals little

A bare sample gives the same \(\langle\epsilon\rangle\) at every angle, so a variation would signal either a departure from a bare isotropic half-space, such as a film, or a measurement error, whether in the incidence angle or in \(\Psi\) and \(\Delta\). But the linear error depends on angle only through \(q\). A small change \(\Delta S\) alters it by the fraction \(-\Delta S/[2(\epsilon_s-S)]\). From 65° to 75°, \(\Delta S=0.112\), and the fraction is about 0.5% for this gold. The computed values differ by 0.002, against an error of 0.40.

For this gold, even an angle-setting error of 0.05° has a much larger effect than this variation. At fixed \(\rho\), \(Q^2\propto\sin^4\phi/\cos^2\phi\). The separate term \(S\) in \(\langle\epsilon\rangle=S+Q^2\) changes by only \(\sin2\phi\,\delta\phi\), about 1% of the change in \(Q^2\) for this gold at 70°. Leaving it out,
\[
\delta\langle\epsilon\rangle\approx q^2(4\cot\phi+2\tan\phi)\,\delta\phi .
\]
For bare gold at 70°, reading the angle 0.05° too high gives \(-0.066+0.006i\). The bracket also changes with angle: the same offset would produce a difference of about 0.02 between 65° and 75°, ten times the film's signature.

## A transparent substrate

For real \(\epsilon_s>\epsilon_o>1\), the leading error is imaginary and positive, hence false absorption. For \(\epsilon_o>\epsilon_s>1\) it is negative, hence false gain in a passive sample. At fixed \(\epsilon_s>1\), writing \(A=\epsilon_s+1-\epsilon_o-\epsilon_s/\epsilon_o\) shows that the false absorption is largest at \(\epsilon_o=\sqrt{\epsilon_s}\), where \(A=(\sqrt{\epsilon_s}-1)^2\).

With the round value \(\epsilon_s=12\) and the same film, wavelength and angle, the full result is \(\langle\epsilon\rangle=11.989+0.399i\); the linear error is \(0.399i\). The real shift is of second order, as the reversal \(d\to-d\) requires. Taken literally, this imaginary part implies an absorption coefficient \(k\,\mathrm{Im}\langle\epsilon\rangle/\sqrt{12}\approx1.2\times10^{-3}\ \mathrm{nm}^{-1}\), or \(1.2\times10^4\ \mathrm{cm}^{-1}\), in a substrate that absorbs nothing.

## The model beside a real gold surface

The permittivities and film thickness in the gold example are rough typical values, not measurements of a particular sample. Replacing \(-10+1i\) by \(-12+1i\) raises the real part of the film error from 0.40 to 0.51. Flatness can be a more serious assumption. A 1 nm rough layer, modelled as a Bruggeman mixture of half gold and half void without organic film, shifts \(\langle\epsilon\rangle\) by \(0.61+0.23i\). For this mixture the shift exceeds the film error and has the opposite sign in the imaginary part; both the size and the sign depend on the assumed void fraction. Other changes are smaller: film permittivities of 2.20 in plane and 2.35 along the normal add about 0.008, and a film absorption of \(\mathrm{Im}\,\epsilon_o=0.05\) adds about 0.009, both in magnitude. Replacing the half-space by 150 nm of gold on glass shifts the bare result by about 0.0015. Nonlocal response at the metal surface is left out and has not been sized. The subtraction above therefore corrects for a known smooth film; it does not by itself establish the permittivity of a rough sample. The numerical output below lists the values used.

## Values computed for the example and the checks

```
photon energy: 2.00 eV; wavelength: 619.92 nm
k: 0.010135 1/nm; incidence angle: 70.0 deg
gold permittivity (rough input): -10.00+1.00i
film permittivity (rough input): 2.25
film thickness: 1.00 nm
q of gold: 0.1514+3.3024i
bare: rho = -0.23200-0.92795i
bare: Psi = 43.727 deg, Delta = 104.037 deg
with film: rho = -0.21509-0.93262i
with film: Psi = 43.744 deg, Delta = 102.987 deg
pseudodielectric function, bare: -10.0000+1.0000i
pseudodielectric function, with film: -9.5996+0.9455i
linear error per nm of film: 0.4125-0.0566i 1/nm
large-permittivity estimate: 0.3548-0.0534i 1/nm
relative error |shift|/|eps|: 4.02 %
error of real part: 4.00 % of |Re|
error of imaginary part: -5.45 % of Im
d = 0.5 nm: exact error 0.2032-0.0277i, linear 0.2062-0.0283i
d = 1.0 nm: exact error 0.4004-0.0545i, linear 0.4125-0.0566i
d = 2.0 nm: exact error 0.7779-0.1050i, linear 0.8250-0.1131i
d = 5.0 nm: exact error 1.7881-0.2362i, linear 2.0624-0.2828i
thickness for 1 % error (linear): 0.241 nm
exact error at that thickness: 0.993 %
residual ratio, 0.10 to 0.05 nm: 3.995
after one-step correction: -9.9897+0.9981i
remaining |error|: 0.0104
with film at 65 deg: -9.60071+0.94559i
with film at 70 deg: -9.59958+0.94554i
with film at 75 deg: -9.59867+0.94550i
spread between 65 and 75 deg: 0.00204
transparent substrate, eps = 12, same film: 11.9892+0.3991i
its linear error: 0.0000+0.3994i
half-void Bruggeman permittivity: -1.0685+2.0623i
shift, 1 nm roughness without film: 0.6132+0.2278i
shift, film in-plane 2.20, normal 2.35: 0.00786-0.00150i
shift, film Im eps = 0.05: 0.00115+0.00853i
shift, angle error 0.05 deg, bare: -0.06571+0.00609i
shift, 150 nm gold on glass (eps 2.25), bare: -0.000028+0.001518i
film error if gold were -12+1i: 0.5139-0.0589i
```
